# The image of a small pinhole under partially coherent illumination

**Q:** Changing the source in a projection tool changes the images of lines and contacts. Yet I am told that the image of a tiny pinhole keeps its shape whatever the source. Why should one feature be exempt? Start with a single source point, and say what you assume.

**A:** I take a thin mask, one wavelength $\lambda$, a scalar field, and a lens that treats every point of the small region in view alike. All lengths are at wafer scale, so a mask length has been divided by the reduction $M$, and image inversion is removed by the choice of axes. Write $K=\mathrm{NA}/\lambda$. The pupil coordinate $\mathbf p$ is the wafer-side direction sine divided by NA, so the lens passes $|\mathbf p|\le1$. The source coordinate $\mathbf s$ uses the same units.

In Köhler illumination each source point sends a plane wave to the mask. Its direction sine there is $\mathbf s\,\mathrm{NA}/M$, and a wafer-scale position $\mathbf x'$ lies at $M\mathbf x'$ on the mask. The factors of $M$ cancel in the phase, leaving $2\pi K\,\mathbf s\cdot\mathbf x'$. For mask transmission $t$, the field just behind the mask is therefore $t(\mathbf x')e^{2\pi iK\mathbf s\cdot\mathbf x'}$.

The lens turns each mask point into a copy of its amplitude point-spread function,

$$h(\mathbf x)=K^2\int_{|\mathbf p|\le1}P(\mathbf p)\,e^{2\pi iK\mathbf p\cdot\mathbf x}\,d^2p ,$$

where $P$ is the pupil function. Aberrations and defocus enter as the phase of $P$. Adding the copies gives

$$E_{\mathbf s}(\mathbf x)=\int t(\mathbf x')\,e^{2\pi iK\mathbf s\cdot\mathbf x'}\,h(\mathbf x-\mathbf x')\,d^2x' .$$

To see the scale of this field, set $t=1$ and substitute $\mathbf u=\mathbf x-\mathbf x'$. The integral becomes $e^{2\pi iK\mathbf s\cdot\mathbf x}\int h(\mathbf u)e^{-2\pi iK\mathbf s\cdot\mathbf u}d^2u$. The last factor undoes the Fourier transform and equals $P(\mathbf s)$. With $|P|=1$ inside the lens, a source point inside the pupil thus gives a clear field of intensity 1.

**Q:** The source direction is plainly there, in the exponential. How could it disappear?

**A:** Let the mask be opaque except for a hole of radius $a$ at the origin. The integral then covers only $|\mathbf x'|\le a$. Across the hole the tilt phase changes by at most $2\pi Ka|\mathbf s|$ from its value at the centre, which tends to zero with $a$ for any source of finite extent. The function $h$ is continuous, because it is built from a finite range of $\mathbf p$, so $h(\mathbf x-\mathbf x')$ tends to $h(\mathbf x)$. What is left is the area of the hole:

$$E_{\mathbf s}(\mathbf x)\simeq\pi a^2\,h(\mathbf x).$$

Physically, a tilted wave differs from an upright one by a phase that varies from place to place. A point has no second place at which the variation could show. The hole sends out the same spreading wave for each tilt, and that wave fills the pupil evenly.

**Q:** That is one source point. A real source has many, and the result is called partially coherent.

**A:** Let $S(\mathbf s)\ge0$ be the source brightness, with $\int S\,d^2s=1$. The source points are mutually incoherent, so their intensities add:

$$I(\mathbf x)=\int S(\mathbf s)\,|E_{\mathbf s}(\mathbf x)|^2\,d^2s
\simeq(\pi a^2)^2|h(\mathbf x)|^2\int S(\mathbf s)\,d^2s .$$

Every source point contributes the same pattern. Dividing by the value at the origin removes the hole area and the source integral together:

$$\frac{I(\mathbf x)}{I(0)}\;\longrightarrow\;\frac{|h(\mathbf x)|^2}{|h(0)|^2}\qquad(a\to0).$$

This needs $h(0)\ne0$. If an aberration puts a zero there, another reference point will serve.

Incoherence is not what makes this work. If the source points had fixed relative phases, with amplitudes $c_j$, the fields would add to $\pi a^2h(\mathbf x)\sum_jc_j$. The shape would again be $|h|^2$, unless the sum vanished.

**Q:** In lithography we normalize to the clear field, not to the image's own value at the origin. Is the statement still true?

**A:** Only with a condition on the source. Take an ideal lens, $P=1$. With $r=|\mathbf x|$ and $v=2\pi Kr$, the angular integral over the pupil gives $2\pi J_0(v\rho)$, where $\rho=|\mathbf p|$. Since $\frac{d}{dz}[zJ_1(z)]=zJ_0(z)$,

$$h=2\pi K^2\int_0^1J_0(v\rho)\,\rho\,d\rho=2\pi K^2\,\frac{J_1(v)}{v}=\pi K^2\,\frac{2J_1(v)}{v}.$$

The factor $2J_1(v)/v$ tends to 1 at $v=0$. The normalized image is therefore the Airy pattern $[2J_1(v)/v]^2$, and the peak is

$$I(0)\simeq(\pi a^2\cdot\pi K^2)^2=(\pi aK)^4 .$$

The clear field is $\int S|P|^2d^2s$. It equals 1 if the whole source lies inside the pupil, and then the peak in clear-field units is also independent of the source. If part of the source lies outside, that part lights the pinhole image but not the clear field, and the ratio rises. For a fully dark-field source the clear field is zero and the ratio has no meaning. Division by $I(0)$ works in all these cases.

**Q:** Then why do ordinary features depend on the source at all? They are made of points.

**A:** They are made of pairs of points, and pairs interfere. Put two tiny pinholes at $\pm\mathbf d/2$ and look midway between them, with the ideal lens. Each hole carries its own tilt phase, and $h$ is even, so

$$E_{\mathbf s}(0)=\pi a^2h(d/2)\left[e^{i\pi K\mathbf s\cdot\mathbf d}+e^{-i\pi K\mathbf s\cdot\mathbf d}\right]
=2\pi a^2h(d/2)\cos(\pi K\mathbf s\cdot\mathbf d).$$

Square this, use $4\cos^2\beta=2+2\cos2\beta$, and average over the source. In units of the peak of one pinhole alone,

$$\frac{I_{\rm mid}}{I_{\rm single}(0)}=2\left[\frac{h(d/2)}{h(0)}\right]^2(1+\mu),\qquad
\mu(\mathbf d)=\int S(\mathbf s)\cos(2\pi K\mathbf s\cdot\mathbf d)\,d^2s .$$

The source enters through $\mu$, the real part of the complex degree of coherence between the two holes. For a uniform disc source of radius $\sigma$, the average is the same integral as the one over the ideal pupil, so $\mu=2J_1(w)/w$ with $w=2\pi K\sigma d$. A single pinhole involves only zero separation, and $\mu(0)=1$ for every normalized source.

Take $\lambda=248$ nm and $\mathrm{NA}=0.50$, so $1/K=496$ nm, and let $d=300$ nm. The Airy value at 150 nm is 0.3742.

- For $\sigma=0.3$, $\mu=0.846$ and the midpoint is $2\times0.3742\times1.846=1.38$.
- For $\sigma=0.8$, $\mu=0.213$ and the midpoint is $2\times0.3742\times1.213=0.91$.

The lens and the holes are held fixed. The source alone moves the midpoint from 1.38 to 0.91.

**Q:** No real hole has zero size. How fast does the source creep back in?

**A:** Insert the pupil integral for $h$ into $E_{\mathbf s}$ and do the integral over the hole first:

$$E_{\mathbf s}(\mathbf x)=K^2\int P(\mathbf p)\,T(\mathbf p-\mathbf s)\,e^{2\pi iK\mathbf p\cdot\mathbf x}d^2p,\qquad
T(\mathbf q)=\int_{|\mathbf x'|\le a}e^{-2\pi iK\mathbf q\cdot\mathbf x'}d^2x' .$$

Expand the exponential in $T$. Odd terms vanish because the hole is symmetric. The quadratic term needs

$$\int_{|\mathbf x'|\le a}(\mathbf q\cdot\mathbf x')^2d^2x'=q^2\int_0^a r^3dr\int_0^{2\pi}\cos^2\theta\,d\theta=\frac{\pi a^4q^2}{4}.$$

Its coefficient is $-\tfrac12(2\pi K)^2$. With $\alpha=2\pi aK$,

$$T(\mathbf q)=\pi a^2\left[1-\frac{\alpha^2q^2}{8}+O(\alpha^4)\right].$$

So a finite hole weights the pupil slightly, favouring directions near $\mathbf s$. Now write $|\mathbf p-\mathbf s|^2=p^2-2\mathbf s\cdot\mathbf p+s^2$, and define $\mathbf h_1$ and $h_2$ as the integral for $h$ with an extra factor $\mathbf p$ or $p^2$. Then

$$E_{\mathbf s}=\pi a^2\left[h-\frac{\alpha^2}{8}\left(h_2-2\mathbf s\cdot\mathbf h_1+s^2h\right)\right]+\dots$$

In the squared modulus the correction appears twice, once from each factor, so $1/8$ becomes $1/4$. Averaging over the source replaces $\mathbf s$ by the centroid $\mathbf s_c$ and $s^2$ by its mean:

$$\frac{I}{(\pi a^2)^2}=|h|^2\left\{1-\frac{\alpha^2}{4}\left[\mathrm{Re}\frac{h_2}{h}-2\mathbf s_c\cdot\mathrm{Re}\frac{\mathbf h_1}{h}+\langle s^2\rangle\right]\right\}+O(\alpha^4).$$

At a zero of $h$, multiply the bracket out first. The products stay finite.

The term $\langle s^2\rangle$ does not depend on position, so it cancels at this order when we divide by $I(0)$. For a source with $\mathbf s_c=0$, no source property remains at order $\alpha^2$. The hole changes the image slightly, but equally for all such sources. Because $T$ contains only even powers of $a$ beyond its prefactor, differences between centred sources can begin no earlier than $\alpha^4$.

**Q:** And a source that is not centred?

**A:** Then the middle term survives. A gradient with respect to $\mathbf v=2\pi K\mathbf x$ brings down $i\mathbf p$, so $\mathbf h_1=-i\nabla_v h$. Write $h=|h|e^{i\phi}$. Then $\nabla_vh/h=\nabla_v\ln|h|+i\nabla_v\phi$, and multiplying by $-i$ and taking the real part gives

$$\mathrm{Re}\,\frac{\mathbf h_1}{h}=\nabla_v\phi .$$

After division by $I(0)$, the extra change due to the source offset is, to order $\alpha^2$,

$$\Delta\!\left[\frac{I(\mathbf x)}{I(0)}\right]=\frac{\alpha^2}{2}\,\frac{|h(\mathbf x)|^2}{|h(0)|^2}\;\mathbf s_c\cdot\left[\nabla_v\phi(\mathbf x)-\nabla_v\phi(0)\right].$$

For an ideal lens in focus $h$ is real, so its phase has no gradient away from the zeros and the term vanishes. Producing it takes an off-centre source together with a lens fault that makes the phase of $h$ vary, such as defocus. Coma alone will not do, because it leaves $h$ real.

**Q:** Show me numbers, with sources as different as you can make them.

**A:** Keep $\lambda=248$ nm and $\mathrm{NA}=0.50$, and take reduction 4 and a pinhole of diameter 50 nm at wafer scale, which is 200 nm on the mask. Then $\alpha=2\pi\times25/496=0.317$. The values below come from numerical quadrature over the pupil and the source with the full $T$, not its expansion. They are fractions of the value at the origin, for the ideal lens.

| Source | $r=100$ nm | 150 nm | 200 nm |
|---|---|---|---|
| Airy formula | 0.6600 | 0.3742 | 0.1488 |
| disc, radius 0.3 | 0.6606 | 0.3751 | 0.1496 |
| disc, radius 0.8 | 0.6606 | 0.3751 | 0.1496 |
| annulus, 0.5 to 0.8 | 0.6606 | 0.3751 | 0.1497 |
| four poles | 0.6606 | 0.3751 | 0.1497 |
| one-sided disc | 0.6606 | 0.3751 | 0.1497 |
| dark-field ring, 1.1 to 1.3 | 0.6606 | 0.3751 | 0.1497 |

The poles are discs of radius 0.15 centred at $(\pm0.5,\pm0.5)$. The one-sided disc has the same radius and is centred at $(0.6,0)$. The sources agree to within one unit in the fourth decimal. At these three distances they differ from the Airy formula by just under 0.001, which is mainly the common $\alpha^2$ effect of the finite hole.

Shrinking the hole removes that offset. On a grid reaching 600 nm from the centre along each axis, the largest departure from the Airy pattern among the six sources is $6.0\times10^{-6}$ for $a=2$ nm and $1.5\times10^{-6}$ for $a=1$ nm. Halving $a$ divides it by four, as an $\alpha^2$ term should.

**Q:** An ideal lens is a friendly case. Spoil it.

**A:** Add 300 nm of defocus and some coma. For small angles the defocus path error is $z\,\mathrm{NA}^2\rho^2/2$, so the phase at the pupil edge is $\pi z\,\mathrm{NA}^2/\lambda=\pi\times300\times0.25/248=0.95$ rad. Let the coma phase be $\rho^3\cos\theta$, reaching 1 rad. This coma phase contains a tilt, $\tfrac23\rho\cos\theta$, which by itself would move the image by $\tfrac23\lambda/(2\pi\mathrm{NA})=53$ nm towards negative $x$. The point-spread function is therefore no longer symmetric about the origin, mostly because it has moved: $|h|^2/|h(0)|^2$ is 0.745 at $x=-150$ nm and 0.188 at $x=+150$ nm.

With the 50 nm hole, the disc of radius 0.3 gives 0.7453 and 0.1891, and the dark-field ring gives 0.7453 and 0.1892. These values are far from the ideal lens's 0.375, but they have changed almost equally for both sources. The image reports the lens, including its faults.

The off-centre source behaves as derived. Compare the disc of radius 0.15 at the pupil centre with the same disc at $(0.6,0)$. With this spoiled lens and the 50 nm hole, their images along $x$ differ by up to 0.0020 of the value at the origin. Between $a=4$ and 8 nm, this difference grows as $a^{2.00}$. With the ideal lens it grows as $a^{4.00}$.

**Q:** At what hole size should I stop trusting source independence?

**A:** That depends on the error you accept. Here is the ideal lens with disc sources of radius 0.3 and 0.8. The gap is the largest difference between the two normalized images along a line from $-600$ to 600 nm, and FWHM is the full width at half the central value.

| Hole diameter (nm) | FWHM, 0.3 (nm) | FWHM, 0.8 (nm) | Gap |
|---|---|---|---|
| 50 | 255.5 | 255.5 | 0.00001 |
| 100 | 256.3 | 256.4 | 0.00016 |
| 200 | 260.1 | 260.9 | 0.0027 |
| 400 | 281.2 | 296.8 | 0.045 |

The Airy width is 255.2 nm. Each doubling of the diameter multiplies the gap by about 16, the $\alpha^4$ growth expected for centred sources. At 200 nm, about $0.4\lambda/\mathrm{NA}$, the two images still agree to 0.3% of the central value. At 400 nm the widths differ by 16 nm, and the hole has become an ordinary feature.

**Q:** You have assumed a perfectly opaque background. Chrome is not perfectly opaque.

**A:** In this example that matters a great deal. Let the background transmit a real amplitude $b$, in phase with the hole. Then $t$ is $b$ everywhere plus $1-b$ inside the hole. For an ideal lens and a source inside the pupil,

$$E_{\mathbf s}=b\,e^{2\pi iK\mathbf s\cdot\mathbf x}+(1-b)H(\mathbf x),\qquad H\simeq\pi a^2h .$$

For a source symmetric about the centre, squaring and averaging gives

$$I=b^2+(1-b)^2H^2+2b(1-b)H\,\mu(\mathbf x).$$

The cross term contains $\mu$. The background supplies the second point that the lone pinhole lacked, and source dependence returns even for a hole small enough that $H\simeq\pi a^2h$. The assumed phase matters: with this ideal lens and a source symmetric about the centre, weak leakage a quarter of a cycle out of step with the hole would make the cross term small, of second order in the leakage amplitude, leaving nearly the pinhole image on top of a uniform background. For the 50 nm hole that residue is still 8% of the pinhole peak at a leakage intensity of $10^{-3}$, and 0.8% at $10^{-4}$. An off-centre source does not share this protection.

The pinhole is also very faint. Its limiting peak is $(\pi aK)^4=(0.317/2)^4=6.3\times10^{-4}$ of the clear field. The finite-hole calculation with the disc of radius 0.3 gives $6.2\times10^{-4}$. A rough leakage intensity for a chrome absorber is $10^{-3}$, which is 1.6 times that peak. With this leakage the normalized image at 200 nm is 0.53 for the disc of radius 0.3 and 0.46 for the disc of radius 0.8, instead of 0.15 for both.

To hold the cross term at the centre to 1% of the peak we need $2b/H(0)=0.01$, taking $1-b\approx1$. Thus $b=0.005\sqrt{6.2\times10^{-4}}=1.2\times10^{-4}$, an intensity of $1.6\times10^{-8}$, or an optical density of 7.8. This is stricter than source independence alone requires, because at the centre $\mu(0)=1$ and the cross term is the same for every source: at this density the two discs differ by only 0.0014, and a 1% gap between them needs a density of about 6. A larger hole eases this demand, since $H(0)$ grows as $a^2$, but it pays with the finite-size error.

**Q:** How close is the rest of this to a real tool?

**A:** The wavelength, aperture and reduction are round values in the range of early KrF scanners and steppers; later tools have larger apertures. The 50 nm hole is far smaller than the contacts such a tool prints, and at 0.06% of the clear field it would not print at a normal dose. It is a probe of the lens. Of the effects I have sized for a single hole, leakage brings back the most source dependence, by the amounts just given.

Three further effects change the shape only modestly. Replacing the scalar field by a sum of unpolarized vector plane waves, focused in air by an ideal lens, widens the image from 255 to 260 nm. It changes the normalized profile by up to 0.018 of the peak. That calculation averages over pupils that are each uniformly polarized, so it does not examine source-dependent polarization. A 300 nm defocus without coma lowers the peak to 0.93 of its focused value in the small-angle form used above (0.92 with the exact path error) and gives a width of 256 nm. A Gaussian resist blur with a rough standard deviation of 20 nm gives 258 nm. Such a blur acts linearly on intensity, so it turns equal images into equal images.

The thin-mask assumption is harder to size. The hole on the mask is 200 nm wide, less than the wavelength. In an ideal metal it would still carry a propagating wave, since the lowest cutoff diameter is 145 nm (a second mode, with cutoff 190 nm and excited only by tilted light, also propagates), but its transmitted amplitude need not equal the thin-mask value. The absolute brightness is therefore an estimate. Source independence of the normalized shape needs less: each source point must fill the pupil with the same pattern, up to a constant factor. If thick-mask scattering, or a lens whose aberrations vary with the illumination direction, makes that pattern depend on $\mathbf s$, the argument fails.
